# Knudsen diffusivity of a heavy vapour in a 100 nm pore

**Question**

I have an exercise on precursor transport: for a vapour of molar mass 300 g/mol at 500 K in a 100 nanometre pore, show that the Knudsen diffusivity is about 6.3 mm²/s.

My attempt was to take the gas-kinetic formula $D=\lambda\bar v/3$ and replace the mean free path $\lambda$ by the pore size. I don't see why that is allowed. The factor 1/3 comes from an isotropic gas, whereas here the molecules bounce around in a tube. I also can't tell whether "pore size" means radius or diameter. Taking 100 nm as the radius and putting the diameter into the formula, I get 12.5 mm²/s. Can the factor be derived properly, and when can I trust the result for a real coating process?

**Answer**

The 100 nm has to be the diameter $d$; your 12.5 mm²/s is the correct value for a pore twice as wide. The factor 1/3 can be derived from the flights between wall hits, without the isotropic mean-free-path argument used for a bulk gas.

**Assumptions**

The pore is a straight circular cylinder, much longer than it is wide. The vapour is so dilute that molecules hit the wall far more often than they hit each other. At each hit a molecule forgets its incoming velocity and leaves as if it came from a gas at the wall temperature (diffuse reflection). For now it leaves at once; time spent adsorbed comes later.

Let $M$ be the molar mass, $R$ the gas constant and $\sigma=\sqrt{RT/M}$ the thermal spread of one velocity component. The mean speed in a Maxwell gas is

$$\bar v=\frac{\int_0^\infty v^3e^{-v^2/2\sigma^2}dv}{\int_0^\infty v^2e^{-v^2/2\sigma^2}dv}
=\frac{2\sigma^4}{\sigma^3\sqrt{\pi/2}}=\sigma\sqrt{\frac{8}{\pi}}=\sqrt{\frac{8RT}{\pi M}} .$$

**One flight across the pore**

Split the velocity of a molecule leaving the wall into three parts: $v_n$ along the inward normal, $v_t$ around the circumference, and $v_z$ along the pore. The last two are Gaussian with variance $\sigma^2$. The normal part carries an extra factor $v_n$, because the number of molecules crossing a surface per unit time is proportional to their normal velocity. Its normalized density is $(v_n/\sigma^2)e^{-v_n^2/2\sigma^2}$ for $v_n>0$.

Now look along the pore axis. The molecule starts on a circle of radius $d/2$ whose centre lies a distance $d/2$ along the normal. It meets the circle again at the time $\tau$ for which

$$\left(v_n\tau-\tfrac d2\right)^2+(v_t\tau)^2=\left(\tfrac d2\right)^2 .$$

Expanding the square, cancelling $(d/2)^2$ and dividing by $\tau$ gives

$$\tau=\frac{d\,v_n}{v_n^2+v_t^2}.$$

The axial velocity does not appear. The flight time is therefore independent of $v_z$, and the axial step is $z=v_z\tau$.

**The two averages**

Use polar coordinates in the cross-section, $v_n=c\cos\varphi$ and $v_t=c\sin\varphi$ with $-\pi/2<\varphi<\pi/2$. Then $\tau=d\cos\varphi/c$. The joint density of $v_n$ and $v_t$, including the area element $c\,dc\,d\varphi$, becomes

$$\frac{c^2\cos\varphi}{\sqrt{2\pi}\,\sigma^3}\,e^{-c^2/2\sigma^2}\,dc\,d\varphi .$$

The mean flight time is

$$\langle\tau\rangle=\frac{d}{\sqrt{2\pi}\,\sigma^3}
\underbrace{\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi}_{\pi/2}
\underbrace{\int_0^\infty c\,e^{-c^2/2\sigma^2}dc}_{\sigma^2}
=\frac d\sigma\sqrt{\frac\pi8}=\frac{d}{\bar v}.$$

The mean square flight time is

$$\langle\tau^2\rangle=\frac{d^2}{\sqrt{2\pi}\,\sigma^3}
\underbrace{\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi}_{4/3}
\underbrace{\int_0^\infty e^{-c^2/2\sigma^2}dc}_{\sigma\sqrt{\pi/2}}
=\frac{2d^2}{3\sigma^2}.$$

Since $v_z$ and $\tau$ are independent, the mean square axial step is

$$\langle z^2\rangle=\langle v_z^2\rangle\langle\tau^2\rangle=\sigma^2\,\frac{2d^2}{3\sigma^2}=\frac{2d^2}{3}.$$

It depends on the geometry alone: a hotter molecule covers the same steps in less time.

**From flights to a diffusivity**

After a long time $t$ the axial displacement is $Z=\sum_i v_{z,i}\tau_i$. Hold all the flight times fixed and average over the axial velocities. These are independent with zero mean, so the cross terms vanish and $\langle Z^2\rangle=\sigma^2\sum_i\tau_i^2$. There are about $t/\langle\tau\rangle$ flights, each contributing $\langle\tau^2\rangle$ on average; the unfinished last flight becomes negligible as $t$ grows. Setting the result equal to $2Dt$, the definition of a one-dimensional diffusivity, gives

$$D=\frac{\sigma^2\langle\tau^2\rangle}{2\langle\tau\rangle}
=\frac{2d^2/3}{2d/\bar v}=\frac{d\,\bar v}{3}.$$

This $D$ also governs the flux. The molecules move independently, so the density $n$ at a later time is the earlier density averaged over the displacements. For a density that varies slowly over the distance $Z$ covered in the time $t$,

$$n(z,t_0+t)=\langle n(z-Z,t_0)\rangle\approx n(z,t_0)+\tfrac12\langle Z^2\rangle\frac{\partial^2n}{\partial z^2}.$$

The linear term is absent because $\langle Z\rangle=0$. With $\langle Z^2\rangle=2Dt$ this is the diffusion equation, whose flux is $J=-D\,\partial n/\partial z$.

**Numbers**

The molar mass must be in kg/mol:

$$\sigma=\sqrt{\frac{8.3145\times500}{0.300}}\ \text{m/s}=117.72\ \text{m/s},\qquad
\bar v=117.72\sqrt{8/\pi}\ \text{m/s}=187.85\ \text{m/s}.$$

With $d=10^{-7}$ m,

$$D=\frac{10^{-7}\times187.85}{3}\ \text{m}^2/\text{s}=6.26\times10^{-6}\ \text{m}^2/\text{s}=6.26\ \text{mm}^2/\text{s},$$

or 0.0626 cm²/s. This is the required 6.3 mm²/s. A flight lasts 0.532 ns on average, and the root-mean-square axial step is $\sqrt{6667}\approx82$ nm.

As a check that does not use the averages above, I followed 20,000 simulated molecules through three-dimensional trajectories for 300 mean flight times. Their mean square displacement gave 6.27 mm²/s. A run of this size has a sampling uncertainty of roughly 0.1 mm²/s, so it confirms the first two digits at best. The full numerical output follows this answer.

The formula scales as $D\propto d\sqrt{T/M}$ and contains no pressure. At 600 K, with the same pore and molar mass, it gives 6.86 mm²/s.

**Was your replacement of $\lambda$ by $d$ legitimate?**

It gives the right answer for a cylinder, but it is not a general rule. The mean path between wall hits is indeed $d$. For molecules leaving a wall, direction and speed are independent, and the flux-weighted mean of $1/v$ is $1/\bar v$. Hence $\langle\tau\rangle=\langle s\rangle/\bar v$ for the path length $s$, and $\langle\tau\rangle=d/\bar v$ means $\langle s\rangle=d$. But $D$ also needs the mean square step, which the mean path does not determine.

A slit between two wide parallel plates a distance $w$ apart shows the danger. There $\tau=w/v_n$, and the mean flight time is finite:

$$\langle\tau\rangle=\frac{w}{\sigma^2}\int_0^\infty e^{-v_n^2/2\sigma^2}dv_n=\frac w\sigma\sqrt{\frac\pi2}.$$

The mean square is not:

$$\langle\tau^2\rangle=\frac{w^2}{\sigma^2}\int_0^\infty\frac{e^{-v_n^2/2\sigma^2}}{v_n}\,dv_n ,$$

which diverges logarithmically at small $v_n$. Molecules that leave almost parallel to the plates travel so far that an unbounded, collisionless slit has no finite Knudsen diffusivity. In the cylinder, the wall limits motion in both directions across the pore, and $\langle\tau^2\rangle$ stays finite.

**When the pore has ends**

Let a pore of length $L$ join a reservoir of density $n_0$ to a vacuum. Molecules enter at the rate $n_0\bar v/4$ per unit area. If the density falls linearly from $n_0$ to zero, the flux is $Dn_0/L$, and the transmitted fraction is

$$W=\frac{Dn_0/L}{n_0\bar v/4}=\frac{4D}{\bar vL}=\frac{4d}{3L}.$$

For $L=5$ µm, so $L/d=50$, this gives 0.0267. Solving the steady balance of wall hits for the finite tube gives 0.0253, which is about 5 % lower. At $L/d=100$ the shortfall is about 3 %.

This is a failure of the simple boundary conditions at the ends more than of $D$ itself. In the tube with $L/d=100$, the flux divided by the density gradient near the middle gives $D/(d\bar v)\approx0.331$, within 1 % of 1/3.

**When molecules meet in the gas**

Suppose the pore also contains nitrogen at 1 Torr, with much less precursor than nitrogen. Take rough molecular diameters of 0.80 nm for the precursor and 0.37 nm for nitrogen. Two molecules touch when their centres are $a=(0.80+0.37)/2=0.585$ nm apart, so the collision rate is about

$$\nu=n_g\pi a^2\bar v_{\rm rel},\qquad \bar v_{\rm rel}=\sqrt{\frac{8RT}{\pi}\left(\frac1M+\frac1{M_g}\right)} .$$

Here $n_g$ and $M_g$ are the number density and molar mass of nitrogen. The inverse masses add because the variances of independent velocities add. With $n_g=1.931\times10^{-5}$ nm⁻³ and $\bar v_{\rm rel}=643$ m/s, there are $\nu\langle\tau\rangle=0.0071$ collisions per wall flight.

That small number does not give the share of $\langle z^2\rangle$ affected, because long flights contribute most to $\langle z^2\rangle$ and are also the likeliest to be interrupted. Treating $\nu$ as the same for all precursor molecules, the share of $\langle z^2\rangle$ carried by interrupted flights is

$$1-\frac{\langle\tau^2e^{-\nu\tau}\rangle}{\langle\tau^2\rangle}\approx4\,\% .$$

One cannot estimate this by expanding to first order in $\nu$: the coefficient would contain $\langle\tau^3\rangle\propto\int e^{-c^2/2\sigma^2}dc/c$, which diverges at small $c$. The divergence comes from molecules that leave almost parallel to the axis. Slow molecules do not cause it: with $\tau=s/v$ and direction independent of speed, $\langle\tau^3\rangle=\langle s^3\rangle\langle 1/v^3\rangle$, where the flux-weighted mean of $1/v^3$ is finite and $\langle s^3\rangle$ diverges. This 4 % is not itself the reduction of $D$, since a collision with a light nitrogen molecule need not stop a heavy one.

At fixed temperature and diameter, the estimate reaches one collision per mean flight at roughly 140 Torr. This pressure is not a sharp limit. Well below it the long flights are already affected, so whether gas collisions can be neglected depends on the accuracy wanted. Nor do gas collisions dominate as soon as it is passed, because the heavy molecule needs several collisions to lose its velocity. With $\mu=MM_g/(M+M_g)$, the hard-sphere estimate of the bulk diffusivity, $D_b=\frac{3}{8n_ga^2}\sqrt{RT/2\pi\mu}$, is about 9100 mm²/s at 1 Torr and falls as the inverse of the pressure, so it reaches the Knudsen value only near 1450 Torr.

**When reflection is partly specular**

Let a fraction $f$ of the hits be diffuse and the rest mirror-like. A mirror reflection in a circular pore preserves $v_z$, and the next chord has the same length in cross-section, so $\tau$ repeats as well. One velocity then lasts for $K$ flights, with probability $f(1-f)^{K-1}$. Summing the geometric series gives

$$\langle K\rangle=\frac1f,\qquad \langle K^2\rangle=\frac{2-f}{f^2}.$$

The step is now $v_zK\tau$ and the time is $K\tau$, with $K$ independent of the velocity. The earlier argument gives

$$D_f=\frac{\sigma^2\langle K^2\rangle\langle\tau^2\rangle}{2\langle K\rangle\langle\tau\rangle}=\frac{2-f}{f}\,D .$$

For $f=0.9$ the factor is 1.22. A trajectory run of the same size as before gave 1.18, which is 3.5 % lower. That supports the sign and rough size of the effect, but not the third digit; I have not separated sampling noise from the effect of the finite run time.

**When molecules stick for a while**

Suppose each hit costs an additional mean time $t_a$ on the wall, and the molecule leaves from the spot where it landed. The steps are then unchanged, but the time per step becomes $\langle\tau\rangle+t_a$. The diffusivity for a transient is therefore

$$D_{\rm tr}=\frac{\langle z^2\rangle}{2(\langle\tau\rangle+t_a)}=\frac{D}{1+t_a\bar v/d}.$$

The steady flux at a given gas density gradient does not change. The total number of molecules, gas plus adsorbed, is larger than the number in the gas by the factor $1+t_a\bar v/d$, and this cancels the smaller $D_{\rm tr}$. Written this way, as $D_{\rm tr}$ times the gradient of the total density, the cancellation needs a constant $t_a$. The steady flux itself does not: at steady state each patch of wall releases molecules as fast as they arrive, however long they stay, so the gas density gradient alone sets the flux. If adsorbed molecules can also hop along the wall, this surface diffusion adds to the flux, and a long dwell time gives it more room to matter.

Take a thermally activated dwell time $t_a=t_0e^{E_b/k_BT}$, with a rough attempt time $t_0=0.1$ ps and a rough binding energy $E_b=0.5$ eV. At 500 K, $k_BT=0.0431$ eV and $t_a\approx11$ ns. Transient diffusion is then slower by the factor

$$1+\frac{11}{0.53}\approx22,$$

and $D_{\rm tr}\approx0.3$ mm²/s. These values are only as good as the assumed energy: a change of 0.05 eV alters $t_a$ by a factor of about 3. With the same attempt time, dwell and flight times are equal at $E_b=0.37$ eV.

**What this means for a coating process**

A comparable real case is atomic layer deposition of hafnium oxide from hafnium tetrachloride, whose molar mass is roughly 320 g/mol. At 500 K in the same pore, the formula gives 6.06 mm²/s. The 100 nm diameter, 5 µm length and 1 Torr carrier pressure are round values for coating a narrow, deep feature. The molecule's own size narrows the pore available to its centre by about 0.8 nm, which lowers $D$ by 0.8 %.

Of the effects estimated above, time spent on the wall changes the transient most, if the assumed binding energy is realistic. For the 300 g/mol example, the characteristic time without sticking is

$$\frac{L^2}{2D}=\frac{(5\times10^{-3}\ \text{mm})^2}{2\times6.26\ \text{mm}^2/\text{s}}=2.0\ \text{µs}.$$

The assumed 0.5 eV binding would lengthen it to roughly 40 µs. In actual deposition, molecules also react and remain on the wall, so neither time is a prediction of the exposure needed to coat the pore. For that you need the surface reaction and the number of available sites as well. The value 6.3 mm²/s describes the spreading over many flights with no time spent on the wall, and it belongs in such a calculation as the gas-phase transport coefficient.

## Numbers as computed

```
Molar mass: 300 g/mol
Temperature: 500 K
Pore diameter: 100 nm
Pore length: 5.0 um
Gas constant: 8.3145 J/(mol K)
One-component thermal speed sigma: 117.72 m/s
Mean speed: 187.85 m/s
Mean flight time d/vbar: 0.5323 ns
Mean square axial step: 6666.7 nm2
Same step, cosine-law quadrature: 6666.6 nm2
Knudsen diffusivity, formula: 6.262 mm2/s
Knudsen diffusivity, converted: 0.06262 cm2/s
Knudsen diffusivity, quadrature: 6.262 mm2/s
Knudsen diffusivity, trajectories: 6.27 mm2/s
If 100 nm were the radius: 12.52 mm2/s
At 320 g/mol (hafnium tetrachloride, rough): 6.06 mm2/s
At 600 K and 300 g/mol: 6.86 mm2/s
Diffusion time L^2/(2D): 2.00 us
D/(d vbar) from tube flux, L/d = 100: 0.3315
Tube transmission, L/d = 50: 0.02532
Long-tube formula 4d/(3L): 0.02667
Ratio of the two, L/d = 50: 0.950
Ratio of the two, L/d = 100: 0.973
Carrier pressure: 1.0 Torr
Carrier molar mass: 28 g/mol
Precursor molecular diameter (rough): 0.80 nm
Carrier molecular diameter (rough): 0.37 nm
Carrier number density: 1.931e-05 nm^-3
Mean relative speed: 642.9 m/s
Gas collisions per wall flight: 0.00711
Share of mean square step on interrupted flights: 4.06 %
Pressure for one gas collision per flight: 141 Torr
Reduction of D by molecular size: 0.8 %
Factor for 10 % specular hits, formula: 1.222
Factor for 10 % specular hits, trajectories: 1.179
Factor for dwell = flight time, trajectories: 0.491
Binding energy (rough): 0.50 eV
Attempt time (rough): 0.1 ps
Thermal energy kT: 0.04309 eV
Adsorbed dwell time per hit: 10.96 ns
Transient slowing factor: 21.6
Transient diffusivity with dwell: 0.290 mm2/s
Binding at which dwell equals flight time: 0.370 eV
```
